\section*{Coble creep of a honeycomb film by vacancy flow along grain boundaries, part 2}

A free-standing polycrystalline film creeps under stress because atoms diffuse along its grain boundaries (Coble creep). The grains are columns through the film and form a regular honeycomb in plan view, with size $d$ across flats and facet length $a=d/\sqrt3$. Tension is positive, and $x$ is measured along a facet from its middle.

The fraction of vacant sites in a boundary under the normal stress $s$ is
\begin{equation}
c=c_0\exp\!\left(\frac{s\Omega}{kT}\right),
\label{eq:vac}
\end{equation}
with $c_0$ the fraction at zero stress, $\Omega$ the atomic volume, $k$ Boltzmann's constant and $T$ the temperature. The volume flux of atoms per unit depth is $q=\delta D_v\,dc/dx$, with $\delta$ the boundary width and $D_v$ the vacancy diffusivity in the boundary. For $|s|\Omega\ll kT$ this becomes the linear law $q=M\,ds/dx$, with the mobility $M=\Omega\delta D_b/(kT)$ and the atomic boundary diffusivity $D_b=c_0D_v$.

In steady flow a facet that opens at the uniform rate $w$ obeys $M\,d^2s/dx^2=-w$. If its length is $\ell$ and the junctions at its ends are at stress $s_J$, its mean stress is
\begin{equation}
\bar s=s_J+\frac{w\ell^2}{12M}.
\label{eq:mean2}
\end{equation}

Closed film surfaces neither supply nor accept atoms, so the opening rates times the facet lengths add to zero over the three facets of a cell. Let a uniaxial tension $\sigma$ along a facet normal produce the strain rate $\dot\varepsilon$. Facet 1, normal to the load, opens at $w_1=d\dot\varepsilon$, and the inclined facets 2 and 3 at $w_2=w_3=-\tfrac12d\dot\varepsilon$. In the linear law $s_J=\sigma/2$, the mean stresses are $\bar s_1=3\sigma/2$ and $\bar s_2=\bar s_3=0$, and the mid-facet stresses are $2\sigma$ and $-\sigma/4$. For rigid grains and free sliding the creep rate is $\dot\varepsilon=36M\sigma/d^3$.

This linear response is isotropic in the plane: principal stresses $\sigma_1$ and $\sigma_2$ lengthen the film along axis 1 at the rate $36M(\sigma_1-\sigma_2)/d^3$, and equal biaxial stress gives no creep.

\subsection{Stretched grains: the cube stays, the number moves}

Stretch each hexagon by $\sqrt r$ along the load and shrink it by $\sqrt r$ across, so that its area is unchanged and its aspect changes by the factor $r$. The spacing of centres along the load becomes $D=d\sqrt r$, and the spacing of rows becomes $H=\sqrt3d/(2\sqrt r)$. The facet normal to the load has length $\ell_1=a/\sqrt r$. An inclined facet had components $\sqrt3a/2$ along the load and $a/2$ across, so its new length is
\begin{equation}
\ell_2=a\sqrt{\frac{3r}{4}+\frac{1}{4r}} .
\end{equation}

The load lies along a mirror axis, so the grains do not rotate. The steps are those of the regular case. The first facet opens at $w_1=D\dot\varepsilon$. Conservation, $\ell_1w_1+2\ell_2w_2=0$, gives $w_2=-\ell_1D\dot\varepsilon/(2\ell_2)$. Force balance across the load gives $\bar s_2=0$, and along the load $\ell_1\bar s_1=H\sigma$. From equation~(\ref{eq:mean2}) for the inclined facet,
\begin{equation}
s_J=-\frac{w_2\ell_2^2}{12M}=\frac{\ell_1\ell_2D\dot\varepsilon}{24M}.
\end{equation}
For the facet normal to the load,
\begin{equation}
\frac{H\sigma}{\ell_1}=s_J+\frac{D\dot\varepsilon\,\ell_1^2}{12M}
=\frac{D\dot\varepsilon\,\ell_1(\ell_2+2\ell_1)}{24M},
\end{equation}
so that
\begin{equation}
\dot\varepsilon=\frac{24M\sigma H}{D\,\ell_1^2\,(2\ell_1+\ell_2)} .
\end{equation}
In $H/(D\ell_1^2)$ the factors of $r$ cancel and leave $\sqrt3/(2a^2)$. With $d^3=3\sqrt3a^3$ the coefficient in $\dot\varepsilon=C\,M\sigma/d^3$ becomes
\begin{equation}
C(r)=\frac{108}{\dfrac{2}{\sqrt r}+\sqrt{\dfrac{3r}{4}+\dfrac1{4r}}} .
\label{eq:C}
\end{equation}

For $r=1$ the denominator is 3 and $C=36$. A stretch of $r=1.2$ along the load gives $C=37.5$, and the same stretch across it gives $34.3$. For very long grains $C$ falls as $1/\sqrt r$, and for very flat ones as $\sqrt r$, because the sum $2\ell_1+\ell_2$ grows in each case: in long grains the inclined facets become long, in flat grains all facets do, and the atoms must travel far. Here $d$ denotes the size of the regular hexagon of equal area. A modest uniform stretch thus moves the rate by a few per cent, while a doubling of size at fixed shape lowers it eightfold.

Other changes of shape can matter more. Suppose that the facets change length but the junctions keep their $120^\circ$ angles. The formula for $\dot\varepsilon$ in terms of $D$, $H$, $\ell_1$ and $\ell_2$ still holds, now with $D=\sqrt3\,\ell_2$ and $H=\ell_1+\ell_2/2$. At equal area, a rise of $D/H$ by the factor 1.2 shortens the facet normal to the load and gives $C=48.7$; a fall by the same factor gives $28.0$.

\subsection{A worked example}

Consider a free-standing strip of film $h=1000$~nm thick with grains of $d=100$~nm, under a tension of 50~MPa at 400~K. The parameters are round and lie in the range of fine-grained copper films; they are rough typical values. They are $\Omega=0.012$~nm$^3$ and
\begin{equation}
\delta D_b=(5.0\times10^{12}\ \mathrm{nm^3/s})\,
\exp\!\left(-\frac{1.10\ \mathrm{eV}}{kT}\right).
\end{equation}

At 400~K, $kT=0.03447$~eV, and the product is $\delta D_b=0.0691$~nm$^3$/s. The work of the stress on one atomic volume, divided by $kT$, is
\begin{equation}
S\equiv\frac{\sigma\Omega}{kT}=0.1086 .
\end{equation}
Since $M\sigma=\delta D_b\,S$, the creep rate is
\begin{equation}
\dot\varepsilon=\frac{36\times0.0691\times0.1086}{100^3}\ \mathrm{s^{-1}}
=2.70\times10^{-7}\ \mathrm{s^{-1}} .
\end{equation}
If this rate were kept for one day (86\,400~s), the strain would be 2.3\%.

With closed film surfaces, the junctions carry 25~MPa. The middle of a facet normal to the load carries 100~MPa, and the middle of an inclined facet is compressed by 12.5~MPa. The first kind of facet opens at $d\dot\varepsilon=2.70\times10^{-5}$~nm/s. With $a=57.7$~nm, the number of atoms that enter it per second and per nanometre of depth is $d\dot\varepsilon\,a/\Omega=0.13$, or about one atom in eight seconds.

At the same stress and temperature, grains of 50~nm creep at $2.16\times10^{-6}$~s$^{-1}$ and grains of 200~nm at $3.38\times10^{-8}$~s$^{-1}$. At fixed stress and $d=100$~nm, the rate is $3.2\times10^{-9}$~s$^{-1}$ at 350~K and $8.3\times10^{-6}$~s$^{-1}$ at 450~K. The diffusivity causes this steep change; the factor $1/T$ in $M$ works weakly against it.

\subsection{When the stress is not small}

The value $S=0.11$ is small but not negligible, and the largest local stress is twice the applied one. The vacancy law can be kept in full. Put $u=\exp(s\Omega/kT)$. The flux is then $q=M(kT/\Omega)\,du/dx$, so $u$, and not $s$, is a parabola on each facet. With $\xi=2x/a$ and $y=1-\xi^2$,
\begin{equation}
u_1=u_J+g\,y,\qquad u_2=u_J-\tfrac12g\,y,\qquad
g=\frac{\Omega\,d\dot\varepsilon\,a^2}{8MkT}.
\label{eq:u}
\end{equation}
The mean facet stresses still follow from force balance, so the means of the logarithms are
\begin{equation}
\langle\ln u_1\rangle=\tfrac32S,\qquad \langle\ln u_2\rangle=0 .
\label{eq:logs}
\end{equation}
The linear theory has $g=3S/2$. The creep rate is proportional to $g$, so its ratio to the linear value is $R=2g/(3S)$.

For small $S$, write $u_J=1+p$ and use $\ln(1+v)\approx v-v^2/2$. The averages needed are $\langle y\rangle=2/3$ and $\langle y^2\rangle=1-2/3+1/5=8/15$. The second condition in equation~(\ref{eq:logs}) becomes
\begin{equation}
p-\frac g3-\frac12\left(p^2-\frac{2pg}{3}+\frac{2g^2}{15}\right)=0 .
\end{equation}
To first order $p=g/3$. With this value the bracket is $g^2(\tfrac19-\tfrac29+\tfrac2{15})=g^2/45$, so $p=g/3+g^2/90$. The first condition becomes
\begin{equation}
p+\frac{2g}{3}-\frac12\left(p^2+\frac{4pg}{3}+\frac{8g^2}{15}\right)=\frac32S .
\end{equation}
Here the bracket is $g^2(\tfrac19+\tfrac49+\tfrac8{15})=49g^2/45$. The left side is $g+g^2/90-49g^2/90=g-8g^2/15$. Inversion with $g\approx3S/2$ in the small term gives
\begin{equation}
R=1+\tfrac45S+O(S^2).
\label{eq:R}
\end{equation}

The rate in tension is thus above the linear law, because the most strongly pulled facets hold extra vacancies. In compression $S$ is negative and the rate is lower in magnitude. Equation~(\ref{eq:R}) gives $R=1.087$ for the example. A numerical solution of equation~(\ref{eq:logs}), with the means taken by Gauss--Legendre quadrature and the two unknowns found by root search, gives $R=1.091$. At 200~MPa and the same temperature it gives $R=1.43$, where two terms of the series no longer suffice. These figures take $D_v$ as independent of stress and hold for a load along a facet normal. Unlike the linear law, the full law depends on the direction of loading: for a tension of 50~MPa along a facet, the same conditions of force balance and conservation give $R=1.023$.

\subsection{Open film surfaces}

So far the film surfaces were closed. Now let both be flat, with surface diffusion fast enough to hold $s=0$ where a boundary meets them. The problem is linear, so the mean in-plane stress and the stress difference can be treated apart. The uniaxial load is an equal biaxial tension $\sigma/2$ plus a traceless part with entries $\pm\sigma/2$.

\emph{Equal biaxial part.} Let the tension be $p_b$ and the strain rate $\dot e$ in each direction. All facets open at $w=d\dot e$, and by symmetry atoms flow through the thickness alone. Equation~(\ref{eq:mean2}) applies with $\ell=h$, $s_J=0$ and $\bar s=p_b$, which gives
\begin{equation}
\dot e=\frac{12Mp_b}{h^2d} .
\label{eq:biax}
\end{equation}
For thick films this tends to zero, the closed result. With $p_b=\sigma/2$ it adds $6M\sigma/(h^2d)$ to the uniaxial rate, a fraction $d^2/(6h^2)=0.17\%$ of the closed-film rate.

\emph{Traceless part.} The junction stress is zero for this part, and so is the surface stress. With $z$ measured through the thickness from mid-film, each facet has $s=(w/M)f$, where
\begin{equation}
\frac{\partial^2f}{\partial x^2}+\frac{\partial^2f}{\partial z^2}=-1,
\qquad f=0\ \text{at}\ x=\pm\frac a2,\ z=\pm\frac h2 .
\end{equation}
The facets differ by the factor $w_k$ alone, and $\sum_kw_k=0$, so the junction fluxes balance at every height.

Expand the constant as $1=\sum_{n\,\mathrm{odd}}b_n\cos(n\pi x/a)$ with $b_n=4(-1)^{(n-1)/2}/(n\pi)$. The solution is
\begin{equation}
f=\sum_{n\,\mathrm{odd}}b_n\frac{a^2}{n^2\pi^2}
\left[1-\frac{\cosh(n\pi z/a)}{\cosh(n\pi h/2a)}\right]\cos\frac{n\pi x}{a}.
\end{equation}
The mean of the cosine over the facet is $b_n/2$, and the mean of the hyperbolic ratio over the thickness is $(2a/n\pi h)\tanh(n\pi h/2a)$. Division of the mean of $f$ by its thick-film value $a^2/12$, with $\sum_{n\,\mathrm{odd}}n^{-4}=\pi^4/96$, gives
\begin{equation}
F=1-\frac{192}{\pi^5}\frac ah\sum_{n\,\mathrm{odd}}\frac{1}{n^5}
\tanh\frac{n\pi h}{2a}.
\label{eq:F}
\end{equation}
The same opening rate now needs a mean stress smaller by the factor $F$, so this part of the creep rate grows by $1/F$. For $a/h=0.0577$ the sum gives $F=0.964$, a gain of 3.8\%. For this part the surfaces matter mainly within about one facet length of them, where they offer atoms a shorter way around. The equal biaxial part changes the stresses throughout the film: the junction stress is no longer $\sigma/2$ everywhere but a parabola through the thickness, zero at the surfaces and $3\sigma/4$ at mid-depth.

\subsection{Other neglected effects in the example}

\emph{Lattice diffusion.} The dimensional argument makes its share of order $D_Ld/(\delta D_b)$, with $D_L$ the lattice diffusivity. Rough values for copper, a prefactor of $2\times10^{13}$~nm$^2$/s and an energy of 2.0~eV, give $2\times10^{-9}$. It is negligible at 400~K.

\emph{Sliding resistance.} An atom in the boundary under a shear stress $\tau$ feels a force of about $\tau\Omega^{2/3}$ and drifts at $D_b\tau\Omega^{2/3}/(kT)$. The inclined boundaries must slide at $d\dot\varepsilon\sin120^\circ$. Equating the two speeds and inserting the creep rate gives
\begin{equation}
\frac\tau\sigma\approx18\sqrt3\,\frac{\Omega^{1/3}\delta}{d^2}.
\end{equation}
With $\delta=0.5$~nm this is $4\times10^{-4}$ for clean, flat boundaries. Steps and particles on a boundary would raise it.

\emph{Start of creep.} The parabolic stress profile needs elastic displacements of order $\sigma d/Y$, with $Y$ Young's modulus. At the steady opening speed $d\dot\varepsilon$ the boundaries would supply them in a time of order $(\sigma/Y)/\dot\varepsilon$. For $Y=120$~GPa the elastic strain is $4.2\times10^{-4}$ and this time about 1500~s. For the profile along a facet it is a cautious upper estimate: at the start the stress changes steeply near the junctions, atoms move faster than in the steady state, and the profile settles sooner. With open film surfaces, the profile through the thickness forms much more slowly, because atoms must travel further; in the example it is still incomplete after one day. The fast start also adds some strain, which the steady formula leaves out and which matters when the loading is short.

\emph{Dislocation glide.} A dislocation pinned at two points a distance $d$ apart bows to a radius $d/2$ at its most curved stage. With a line tension of $Gb^2/2$ this needs a shear stress $Gb/d$, where $G$ is the shear modulus and $b$ the Burgers vector. For $G=50$~GPa and $b=0.25$~nm it is 125~MPa. The largest shear stress from the mean load is $\sigma/2=25$~MPa, and near the middle of a facet normal to the load, where the normal stress reaches $2\sigma$, the local shear stress is about 50~MPa. Both lie below 125~MPa, so this estimate leaves such sources inactive.

\subsection{The model beside real copper films}

The thickness and temperature chosen are ordinary for copper in chips, but grains of 100~nm are small for a film 1000~nm thick. Annealed films often have grains comparable to their thickness. Grains of 1000~nm would lower the closed-film rate a thousandfold. Open surfaces are then no longer a small correction: for $d=h$, equations~(\ref{eq:F}) and~(\ref{eq:biax}) give $1/F\approx1.56$ and an added fraction $1/6$, so the rate is about 1.7 times the closed value. The gain does not undo the drop, and grain growth during the test would slow the creep as it proceeds. The model also assumes that boundaries make and absorb vacancies freely; where they do not, creep is slower and the law $d^{-3}$ need not hold. The activation energy depends on purity and on boundary structure. Tracer measurements on pure copper give energies of about 0.75 to 0.9~eV; extrapolated to 400~K, they give values of $\delta D_b$ two to three orders of magnitude above the one used here, so the rate of the example is uncertain by at least that much. At 400~K, an energy lower by 0.1~eV raises the rate by $\exp(0.1/0.03447)\approx18$, far more than the corrections found above for the full vacancy law and for open surfaces.

Most copper on a chip is also bonded to a stiff substrate and covered by other layers, which breaks the assumption that the grains can move apart freely. A bonded film under equal biaxial thermal stress with closed surfaces has no steady Coble creep in this model, whatever its boundary diffusivity. The rate of $2.7\times10^{-7}$~s$^{-1}$ therefore belongs to the free-standing strip under a stress difference and should not be carried over to a confined line.

All numerical values are calculated from the stated model.
